Root-mean-square acoustic deformation couplings of a silicon valley

**Problem**

An electron sits near the minimum of one conduction valley of silicon. The valley is elongated along a cubic axis, called z. A small strain ε moves the valley edge by

ΔE = Ξ_d (ε_xx + ε_yy + ε_zz) + Ξ_u ε_zz,

with the dilation potential Ξ_d = 1.1 eV and the uniaxial potential Ξ_u = 10.5 eV. An acoustic wave carries strain, so it shifts the edge by an amount that depends on the angle θ between its wavevector q and z. Take the waves to be long, and purely longitudinal or purely transverse. Show that the unweighted root-mean-square couplings over the directions of q are about 5.6 eV for longitudinal and 3.8 eV for transverse phonons. Then find what scattering rate these averages describe, and where they cease to describe it.

**A tempting solution**

The angular couplings, derived below, are

longitudinal: Ξ_d + Ξ_u cos²θ,
transverse: Ξ_u sinθ cosθ (in magnitude).

"Unweighted" seems to say that every θ between 0 and π counts equally. The averages are then

(1/π)∫₀^π cos²θ dθ = 1/2,
(1/π)∫₀^π cos⁴θ dθ = 3/8,
(1/π)∫₀^π sin²θ cos²θ dθ = 1/2 − 3/8 = 1/8.

The mean squares follow:

longitudinal: Ξ_d² + 2Ξ_dΞ_u(1/2) + Ξ_u²(3/8) = 1.21 + 11.55 + 41.34 = 54.10 eV²,
transverse: Ξ_u²/8 = 13.78 eV².

Their roots are 7.36 eV and 3.71 eV. The transverse value is close to the one required, which lends the method some credit, but the longitudinal value is far too large.

**Where it fails**

The couplings are right and the average is wrong. Phonon wavevectors fill a three-dimensional space, and directions between θ and θ + dθ form a ring on the unit sphere with area 2π sinθ dθ. The ring shrinks to nothing at the poles. Equal weight in θ therefore gives far too much weight to waves travelling nearly along z, where the longitudinal coupling is largest.

Symmetry exposes the fault without an integral. The components of a unit vector satisfy q̂_x² + q̂_y² + q̂_z² = 1. If no direction is preferred, the three terms have equal means, so ⟨cos²θ⟩ = ⟨q̂_z²⟩ = 1/3. The value 1/2 belongs to directions spread evenly over a plane that contains z.

"Unweighted" must mean equal weight per unit solid angle. The transverse result came out nearly right because 1/8 happens to lie near the correct factor, 2/15.

**The couplings**

Let the displacement be u = e a sin(q·r), with unit polarization vector e and amplitude a. Differentiation gives

∂u_i/∂r_j = a q_j e_i cos(q·r).

The strain is the symmetric part of this gradient:

ε_ij = (a/2)(q_i e_j + q_j e_i) cos(q·r).

Its trace is a(q·e)cos(q·r), and its zz component is a q_z e_z cos(q·r). With q = q q̂, the edge shift is

ΔE = a q G cos(q·r),
G = Ξ_d(q̂·e) + Ξ_u q̂_z e_z.

The coupling G is an energy. For each direction, choose the orthogonal unit vectors

q̂ = (sinθ cosφ, sinθ sinφ, cosθ),
e₁ = (cosθ cosφ, cosθ sinφ, −sinθ),
e₂ = (−sinφ, cosφ, 0).

A longitudinal wave has e = q̂, hence

G_L = Ξ_d + Ξ_u cos²θ.

Both transverse vectors are normal to q̂, so the dilation term vanishes. Only e₁ has a z component:

G₁ = −Ξ_u sinθ cosθ,  G₂ = 0.

The minus sign reflects the chosen sense of e₁ and disappears on squaring.

In an isotropic elastic medium the two transverse branches have equal speed, so any rotated pair serves as well. Rotation by an angle β gives couplings G₁cosβ and −G₁sinβ, whose squares still sum to G₁². The transverse coupling is therefore defined here by the sum of squares over both branches.

**The averages**

Put u = cosθ. Since sinθ dθ = −du, and the azimuthal integral cancels against the normalization 4π,

⟨f⟩ = (1/2)∫₋₁¹ f(u) du,
⟨u²⟩ = 1/3,  ⟨u⁴⟩ = 1/5,
⟨u²(1 − u²)⟩ = 1/3 − 1/5 = 2/15.

Squaring the couplings and averaging term by term gives

Ξ_L² = Ξ_d² + (2/3)Ξ_dΞ_u + (1/5)Ξ_u²,
Ξ_T² = (2/15)Ξ_u².

The numbers are

Ξ_L² = 1.21 + 7.70 + 22.05 = 30.96 eV²,
Ξ_T² = (2/15)(110.25) = 14.70 eV².

Thus Ξ_L = 5.56 eV and Ξ_T = 3.83 eV, or about 5.6 and 3.8 eV, as was to be shown.

The sum can be found by another route. Write G = A·e with A = Ξ_d q̂ + Ξ_u cosθ ẑ. For three orthogonal polarizations the squares of A·e add to |A|², so

Ξ_L² + Ξ_T² = ⟨Ξ_d² + 2Ξ_dΞ_u cos²θ + Ξ_u² cos²θ⟩
= 1.21 + 7.70 + 36.75 = 45.66 eV²,

which agrees with 30.96 + 14.70.

Two other readings give different numbers. The plain mean of G_L is Ξ_d + Ξ_u/3 = 4.60 eV; it is smaller because it omits the angular variance. Averaging the transverse square over the two branches, instead of summing it, gives Ξ_T/√2 = 2.71 eV. That value is legitimate only if the later rate formula counts two branches.

**Limits and sensitivity**

If Ξ_u = 0, the shift is a pure dilation effect: Ξ_L = |Ξ_d| and Ξ_T = 0. If Ξ_d = 0, the ratio Ξ_L/Ξ_T is √(3/2). Completing the square gives the general dependence on Ξ_d:

Ξ_L² = (Ξ_d + Ξ_u/3)² + (4/45)Ξ_u².

The relative sign of the potentials matters. A negative Ξ_d can cancel the mean coupling, at Ξ_d = −Ξ_u/3, but cannot remove the angular variance. For the present values,

dΞ_L/dΞ_d = (Ξ_d + Ξ_u/3)/Ξ_L = 4.60/5.564 = 0.83.

A small error in Ξ_d thus passes almost fully into Ξ_L, while Ξ_T is unaffected.

**Which scattering rate the average gives**

Consider one phonon branch with speed v and ω = vq, in a crystal of density ρ and volume V. The squared displacement matrix element is ħ/(2ρVω), times N for absorption or N + 1 for emission, where N is the Bose occupation. Strain supplies a factor q², so

|M|² = G² q² [ħ/(2ρVω)] × (N or N + 1).

When ħω ≪ kT, both N and N + 1 are close to kT/(ħω). Absorption and emission together give

G² q² [ħ/(2ρVω)] [2kT/(ħω)] = G² kT/(ρVv²).

The length of q has cancelled. Only its direction remains, through G.

The golden rule also needs the number of final states. A valley with masses m_l along z and m_t across it has an ellipsoidal energy surface with semi-axes √(2m_lE)/ħ, √(2m_tE)/ħ and √(2m_tE)/ħ. With m_d = (m_l m_t²)^(1/3), the number of states inside, per volume and spin, is

(1/8π³)(4π/3)(2m_dE)^(3/2)/ħ³ = (2m_dE)^(3/2)/(6π²ħ³).

Its derivative with respect to E is the density of states:

g(E) = (2m_d)^(3/2) √E/(4π²ħ³).

Neglecting ħω in energy conservation as well, we obtain

1/τ = (2π/ħ) ⟨G²⟩ kT g(E)/c,  c = ρv².

It remains to identify the average. In a spherical valley, let the initial and final wavevectors k and k′ range independently over the energy shell. Turning both together changes nothing, so q = k′ − k has no preferred direction. The unweighted mean square then gives the scattering rate averaged over the shell, within this elastic, high-temperature model. It is the square that enters, which is why a root-mean-square coupling is wanted.

**Rates in bulk silicon at 300 K**

Take lightly doped bulk silicon with these rough typical parameters: density 2.33 g/cm³, masses 0.92 and 0.19 m₀ (so m_d = 0.321 m₀), and elastic constants c₁₁, c₁₂, c₄₄ = 166, 64, 80 GPa. The electron has energy 3kT/2 = 38.8 meV, with kT = 25.85 meV.

The stiffness c must first be averaged over direction. Inserting a plane wave with direction n into Newton's equation with the cubic Hooke law gives ρv²e = Γe, where

Γ_ii = c₁₁n_i² + c₄₄(1 − n_i²),
Γ_ij = (c₁₂ + c₄₄)n_i n_j  (i ≠ j).

The longitudinal stiffness is the mean of n·Γn:

n·Γn = c₁₁Σn_i⁴ + (2c₁₂ + 4c₄₄)Σ_{i<j} n_i²n_j².

The first sum has mean 3/5. Because (Σn_i²)² = 1, the second has mean (1 − 3/5)/2 = 1/5. Therefore

c_L = (3c₁₁ + 2c₁₂ + 4c₄₄)/5 = 189.2 GPa.

The trace of Γ is c₁₁ + 2c₄₄. In the isotropic approximation, half of what remains after subtracting c_L is assigned to each transverse branch:

c_T = (c₁₁ − c₁₂ + 3c₄₄)/5 = 68.4 GPa.

The corresponding speeds √(c/ρ) are 9.01 and 5.42 km/s.

At the chosen energy g = 1.222×10²⁰ eV⁻¹cm⁻³. Expressed as an energy density, c_L is 1.181×10²⁴ eV/cm³. With ħ = 6.582×10⁻¹⁶ eV s,

1/τ_L = (2π/6.582×10⁻¹⁶)(30.96)(0.02585)(1.222×10²⁰)/(1.181×10²⁴) s⁻¹
= 0.79 ps⁻¹.

For transverse phonons only the coupling and stiffness change:

τ_L/τ_T = (14.70/30.96)(189.2/68.4) = 1.31,
1/τ_T = 1.04 ps⁻¹.

The total is 1.83 ps⁻¹. Transverse phonons scatter more in this model although their coupling is smaller, because the lattice is softer in shear and its thermal strain is larger.

**The ellipsoidal valley**

Silicon's valley is not spherical: K = m_l/m_t = 4.84. Let k_i = √m_i w_i, which turns the energy surface into a sphere in w. States are uniform on that sphere, and s = w′ − w has no preferred direction. Let u now be the cosine of the angle between s and z. Since

q_z² = m_l s²u²,  q_x² + q_y² = m_t s²(1 − u²),

the true phonon angle obeys

cos²θ = K u²/[1 + (K − 1)u²].

For K = 1 this returns the uniform average. For K > 1 it turns q towards z, because the energy surface is long in that direction. Numerical integration over u gives shell-weighted couplings of 7.74 eV for longitudinal and 3.89 eV for transverse phonons. The total acoustic rate rises by a factor 1.42, at fixed m_d, energy and stiffness. With the same averaged stiffnesses, the order of the two contributions also reverses: the transverse rate is now (3.89/7.74)²(189.2/68.4) = 0.70 of the longitudinal one. This ranking depends on the elastic model too. With the true modes of the cubic crystal and the same ellipsoid weight the two contributions are nearly equal (transverse to longitudinal 1.04), so neither ranking should be taken as a property of real silicon.

The longitudinal value is now near the 7.36 eV of the faulty solution. This does not rescue that solution: its weight was independent of the masses, whereas the present one follows from them and reduces to 5.56 eV for a spherical valley.

Mobility requires a further weight, since a collision matters by the momentum it removes. Suppose the distribution on the shell is displaced in proportion to w_z. Let R be the scattering strength, G²/c summed over branches. Forward and reverse collisions have equal strength, so the loss of w_z can be symmetrized between w and w′. The projected loss rate is proportional to

(1/2)⟨R(w′_z − w_z)²⟩/⟨w_z²⟩.

On a unit sphere ⟨w_z²⟩ = 1/3 and ⟨s²⟩ = 2. The length of s is independent of its direction, and R depends only on direction. The expression becomes

(1/2)(2)⟨Ru²⟩/(1/3) = ⟨3u²R⟩.

Across the axis, u² is replaced by (1 − u²)/2, which gives ⟨(3/2)(1 − u²)R⟩. Relative to the unweighted scattering rate, the two loss rates are 1.86 along the axis and 1.20 across it. These are projections on a simple displaced distribution, not a full solution of the transport equation. They suffice to show that 5.6 and 3.8 eV should not be put directly into a mobility formula. Even for a spherical valley, K = 1, the factors 3u² and (3/2)(1 − u²) change the average, because R depends on u.

**Other corrections and real channels**

Crystal elasticity is itself anisotropic. For the true modes, the sum of G²/c over branches is A·Γ⁻¹A. Its numerical average over uniform directions exceeds the isotropic sum by 13%. This factor was found separately from the mass correction, so the two should not simply be multiplied: averaging A·Γ⁻¹A with the ellipsoid weight gives a combined factor of 1.65, against a product of 1.61.

Phonon energy matters little here. On the elastic shell of a spherical valley the largest longitudinal phonon energy is 2ħv_L√(2m_dE)/ħ = 6.8 meV, well below kT. Keeping phonon energies and full Bose factors in the golden-rule integral changes the total rate by −0.4%. In the ellipsoidal valley the largest phonon energy rises to 11.5 meV, but the change in the total rate stays below 1% (about −0.8%; −1.2% for the longitudinal part alone). The elastic form would fail at low temperature, where ħω is no longer small beside kT.

Nonparabolicity of the band is also a modest correction at the chosen energy. If E(1 + αE) replaces E in the relation between energy and wavevector, with a rough α = 0.5 eV⁻¹, the density of states is multiplied by √(1 + αE)(1 + 2αE) = 1.05.

Intervalley phonons are a larger omission. Their coupling is a constant D in place of Gq, and for Z final valleys the golden rule gives

1/τ_iv = (πD²Z/ρω)[N g(E + ħω) + (N + 1)g(E − ħω)].

Take three rough modes: D = 1.1×10⁹ eV/cm at 62 meV with Z = 1, and D = 2×10⁸ eV/cm at 47 and at 59 meV with Z = 4 each. At 38.8 meV the electron can only absorb them, and their summed rate is 0.80 ps⁻¹, or 0.44 of the unweighted acoustic rate. At 4kT = 103.4 meV emission is allowed, and the ratio is 2.11. Both ratios refer to the unweighted acoustic rate; against the rate with the ellipsoid and the true modes, 1.65 times larger, they are 0.27 and 1.28. Acoustic phonons alone therefore do not describe room-temperature transport in silicon.

Degeneracy is negligible at the assumed density of 10¹⁴ cm⁻³. With six valleys and two spins the effective density of states is N_c = 12[m_dkT/(2πħ²)]^(3/2), and n/N_c is 3.6×10⁻⁶.

A gated surface channel breaks a more basic assumption. Model it as a triangular well with a hard wall, a field F = 0.5 MV/cm and mass m_l normal to the surface, as for the two valleys whose axis is normal to a (100) surface; the other four have m_t there and form their own ladder of levels. Its levels are ζ_n(ħ²e²F²/2m_l)^(1/3), where −ζ_n are the zeros of the Airy function. The first two are separated by 82 meV, or 3.2kT. The constant field ignores screening by the channel's own electrons; in lightly doped silicon this lowers the separation to about 50 meV, or 2kT. Motion normal to the surface is still quantized, and q_z is governed by the shape of the bound state instead of by a bulk energy surface. The bulk averages no longer apply. What survives, for purely longitudinal or purely transverse bulk-like phonons and the same potentials, is the range of the couplings: any weighting over directions leaves the longitudinal rms between 1.1 and 11.6 eV, and the transverse rms no greater than Ξ_u/2 = 5.25 eV. The mixed modes of a cubic crystal can pass the lower longitudinal bound slightly and the transverse bound somewhat, up to about 5.7 eV. Finding the actual value requires the subband wavefunction and the phonon modes of the actual layer stack.

Numerical values quoted here were computed with a short program.
